# Transient removal when ions strike a fully halogenated surface

A substrate in a halogen gas takes up halogen atoms on its surface. Energetic ions then remove substrate atoms, and each departing atom carries halogen away with it. If the ions are switched on when the surface is full, etching starts fast and slows to a steady rate. The problem is to find how much extra material this start removes, and when the answer can be trusted.

**Model and conventions.** The surface has \(N\) halogen sites per area, of which a fraction \(\theta\) is filled. A neutral flux \(J\) of halogen atoms (number per area and time) sticks with probability \(s(1-\theta)\): \(s\) is the sticking probability on an empty site, and filled sites accept nothing. An ion flux \(I\) removes \(Y\theta\) substrate atoms per ion, so \(Y\) is the yield at full coverage. Each substrate atom leaves with \(n\) halogen atoms; \(n\) may be an average and need not be an integer. In the basic model substrate and halogen leave in no other way, and \(N,n,s,Y,J\) are constant. The ions are switched on abruptly at \(t=0\).

The algebra is in atomic units, with temperature \(T\) measured as an energy. No quantum constant enters, so the equations keep their form in any consistent units.

## (a) What is the coverage before the ions arrive, and long after?

**Solution.** The halogen held per area is \(N\theta\). Without ions it changes by uptake alone:

\[
N\frac{d\theta}{dt}=sJ(1-\theta).
\]

The empty fraction therefore decays as \(e^{-sJt/N}\). After five filling times \(N/(sJ)\) less than 1% of the sites are still empty, so \(\theta(0)=1\) is a good approximation for the starting value.

With ions on, \(YI\theta\) substrate atoms leave per area and time, taking \(nYI\theta\) halogen atoms along:

\[
N\frac{d\theta}{dt}=sJ(1-\theta)-nYI\theta. \tag{1}
\]

In the steady state the left side vanishes. Calling the final coverage \(c\),

\[
sJ(1-c)=nYIc
\quad\Rightarrow\quad
c=\frac{sJ}{sJ+nYI},\qquad
1-c=\frac{nYI}{sJ+nYI}. \tag{2}
\]

Thus \(c\) is the share of the neutral supply in the sum of the two rates, and \(1-c\) is the share of the ions.

## (b) How does the coverage move between these values?

**Solution.** Collect the terms in \(\theta\) in equation (1) and use \(sJ=(sJ+nYI)c\):

\[
N\frac{d\theta}{dt}=sJ-(sJ+nYI)\theta=-(sJ+nYI)(\theta-c).
\]

Since \(c\) is constant, \(\theta-c\) decays exponentially from its initial value \(1-c\):

\[
\theta(t)=c+(1-c)e^{-t/\tau},\qquad
\tau=\frac{N}{sJ+nYI}. \tag{3}
\]

Both processes shorten \(\tau\): when \(\theta\) exceeds \(c\), uptake is below its steady value and removal is above it, and both differences return the coverage towards \(c\). The yield per ion, \(Y\theta\), starts at \(Y\) and ends at \(Yc\). In this model \(c\) is therefore the ratio of the final to the initial etch rate.

## (c) How many substrate atoms does the transient remove beyond steady etching?

**Solution.** "Beyond steady etching" needs a reference. Take a surface that etches at the final rate \(YIc\) from \(t=0\) onwards. The excess \(E\), in atoms per area, is the accumulated difference:

\[
E=\int_0^\infty\left(YI\theta-YIc\right)dt
=YI(1-c)\int_0^\infty e^{-t/\tau}dt
=YI(1-c)\tau .
\]

To remove the rates, combine equations (2) and (3):

\[
YI\tau=\frac{N}{n}\,\frac{nYI}{sJ+nYI}=\frac{N}{n}(1-c).
\]

Hence

\[
\boxed{E=\frac{N}{n}(1-c)^2.} \tag{4}
\]

The fluxes, the sticking probability and the yield enter through \(c\) alone. Note that \(N\) counts halogen sites, not substrate atoms; division by \(n\) converts halogen atoms into substrate atoms.

## (d) The surface gives up a fraction \(1-c\) of its halogen. Why is the result quadratic?

**Solution.** Follow the halogen. Subtract the steady balance \(0=sJ(1-c)-nYIc\) from equation (1):

\[
N\frac{d\theta}{dt}=-sJ(\theta-c)-nYI(\theta-c).
\]

Integrate over all times. The left side gives \(N(c-1)\), and the last term gives \(-nE\) by the definition of \(E\). Therefore

\[
nE=N(1-c)-sJ\int_0^\infty(\theta-c)\,dt. \tag{5}
\]

The first term is the stored halogen that the surface gives up. The second is uptake that did not happen: while the surface is fuller than \(c\), it accepts fewer neutrals than in the steady state. With \(\int(\theta-c)dt=(1-c)\tau\) and \(sJ\tau=Nc\), this withheld uptake is \(Nc(1-c)\), so

\[
nE=N(1-c)-Nc(1-c)=N(1-c)^2 .
\]

One factor \(1-c\) measures the halogen released. The other is the part of it that pays for extra etching rather than replacing missing uptake.

## (e) What are the limits, how does the excess appear in a depth record, and what if the surface starts partly filled?

**Solution.** If no neutrals arrive once the ions are on, then \(c=0\) and \(E=N/n\): the whole stored layer is spent on etching, which then stops. If the ions are weak, \(nYI\ll sJ\), then \(1-c\approx nYI/(sJ)\) and

\[
E\approx\frac{N}{n}\left(\frac{nYI}{sJ}\right)^2 ,
\]

so the excess vanishes as the square of the ion flux.

The number of atoms removed per area up to time \(t\) is

\[
R(t)=\int_0^t YI\theta\,dt'=YIc\,t+E\left(1-e^{-t/\tau}\right).
\]

At late times this is a straight line with intercept \(E\). It runs ahead of the steady line through the origin by the lead time

\[
\Delta t=\frac{E}{YIc}=\frac{YI(1-c)\tau}{YIc}=\tau\,\frac{1-c}{c}\qquad(c>0). \tag{6}
\]

For an initial coverage \(\theta_0\), the amplitude in equation (3) is \(\theta_0-c\) instead of \(1-c\), while \(\tau\) is unchanged. Then

\[
E=YI(\theta_0-c)\tau=\frac{N}{n}(1-c)(\theta_0-c). \tag{7}
\]

It is negative for \(\theta_0<c\): the surface must first fill up, and etching lags behind the steady line.

## (f) Evaluate the result for a model surface in the regime of silicon etched by chlorine atoms and argon ions.

Take these round, rough parameters: \(N=7\ \mathrm{nm^{-2}}\), \(n=2\), \(s=0.3\), \(Y=2\) atoms per ion at an ion energy of 100 eV, a chlorine-atom partial pressure of 0.2 mTorr, a gas temperature of 500 K and an ion current density of 1 mA/cm². The chlorine mass is 35.45 u, and the substrate has 50 atoms per nm³.

**Solution.** The neutral flux is the gas density \(p/T\) times the one-sided average of the velocity \(v\) towards the surface. For a Maxwell distribution and atomic mass \(m\),

\[
J=\frac pT\sqrt{\frac{m}{2\pi T}}\int_0^\infty v\,e^{-mv^2/2T}dv
=\frac pT\sqrt{\frac{m}{2\pi T}}\;\frac Tm
=\frac{p}{\sqrt{2\pi mT}} .
\]

This gives \(J=527.7\ \mathrm{nm^{-2}s^{-1}}\). Dividing the current density by the elementary charge, for singly charged ions, gives \(I=62.42\ \mathrm{nm^{-2}s^{-1}}\). Then

\[
sJ=0.3\times527.7=158.3\ \mathrm{nm^{-2}s^{-1}},\qquad
nYI=2\times2\times62.42=249.7\ \mathrm{nm^{-2}s^{-1}},
\]

\[
c=\frac{158.3}{158.3+249.7}=0.388,\qquad
\tau=\frac{7}{158.3+249.7}\ \mathrm s=17.2\ \mathrm{ms}.
\]

The yield falls from 2 atoms per ion to 1.23 after one \(\tau\), 0.84 after three, and finally 0.78. The excess is

\[
E=\frac72(1-0.388)^2\ \mathrm{nm^{-2}}=1.31\ \mathrm{nm^{-2}}
\quad(0.0131\ \text{Å}^{-2}).
\]

Of the 4.28 halogen atoms per nm² given up, 1.66 replace withheld uptake. The remaining 2.62 leave with extra substrate atoms, two for each, which again gives 1.31.

Divided by the atom density, the excess is a mean depth of \(1.31/50=0.026\) nm (0.26 Å), about a fifth of a Si(100) atomic layer, which holds 6.8 atoms per nm². Steady etching removes \(YIc=48.4\) atoms per nm² and second, or 0.97 nm/s, so the lead time is \(1.31/48.4\ \mathrm s=27\) ms. Starting from \(\theta_0=0.7\) would halve the excess, to \(3.5\times0.612\times0.312=0.67\ \mathrm{nm^{-2}}\).

Two tests support equation (4). Direct integration of the rate equations, with the steady line subtracted, gives 1.31073 nm⁻², equal to the formula to all printed digits. The second test does not integrate the rate equation; it takes only the steady line to be subtracted from equation (2). It draws single events at random, each either filling one site or removing one substrate atom and two halogen atoms. With the parameters above, 200 runs on 2000 initially full sites, each lasting \(10\tau\), give \(1.307\pm0.007\ \mathrm{nm^{-2}}\), where the uncertainty is one standard error.

## (g) Which other loss channels change the result, and by how much?

The strengths assumed below are rough. Each effect is added alone, with all other inputs held fixed, and its change is relative to 1.31 nm⁻².

**Solution.** *Halogen removed without substrate.* Let each ion also eject \(H\theta\) halogen atoms alone. The loss term in equation (1) becomes \((nY+H)I\theta\), so

\[
c'=\frac{sJ}{sJ+(nY+H)I},\qquad
\tau'=\frac{N}{sJ+(nY+H)I},\qquad
(nY+H)I\tau'=N(1-c').
\]

The excess is still \(YI(1-c')\tau'\), and hence

\[
E=\frac Nn\,\frac{nY}{nY+H}\,(1-c')^2 .
\]

For \(H=0.4\) the prefactor falls to \(4/4.4=0.909\), but the final coverage also falls, to 0.366, which raises the square. The two nearly cancel, and \(E\) drops by 2.3%. This depends on the example: since \(1-c'\) grows in proportion to \((nY+H)^{c}\) for small \(H\), the relative change of \(E\) is \((2c-1)H/(nY)\) to first order, which is small here because \(c\) is not far from 1/2. For other \(c\) it lies between \(-H/(nY)\) and \(+H/(nY)\).

*Sputtering of bare sites.* Let ions also remove \(B(1-\theta)\) substrate atoms each, without halogen. The coverage is unaffected. The yield \(Y\theta+B(1-\theta)\) exceeds its final value by \((Y-B)(\theta-c)\), so \(E\) is multiplied by \(1-B/Y\). For \(B=0.1\) this is a drop of 5%.

*Spontaneous etching.* Let neutrals remove \(\varepsilon J\theta\) substrate atoms per area and time, each with \(n\) halogen atoms. Before the ions arrive, \(s(1-\theta_0)=n\varepsilon\theta_0\), so the surface starts at \(\theta_0=s/(s+n\varepsilon)\), not at 1. Afterwards \(YI\) is replaced by \(YI+\varepsilon J\) throughout, and equation (7) holds with the new \(c\). For \(\varepsilon=0.001\), \(\theta_0=0.993\) and \(E\) drops by 0.8%. For \(\varepsilon=0.01\) the drop is 7%. At ten times the neutral flux the sign reverses: \(E\) rises by 2% for \(\varepsilon=0.001\) and by 19% for \(\varepsilon=0.01\).

## (h) What if uptake needs two neighbouring empty sites, or the ion flux rises gradually?

**Solution.** *Second-order uptake.* If a molecule must split over two empty sites placed at random, uptake is \(a(1-\theta)^2\). To isolate the effect of this law, choose \(a\) so that \(c\) stays the same. With \(b=nYI\), this means \(a(1-c)^2=bc\). Put \(x=\theta-c\):

\[
N\frac{dx}{dt}=a(1-c-x)^2-b(c+x)
=-x\left[b+2a(1-c)-ax\right].
\]

Now \(E=(b/n)\int x\,dt\). Changing the variable from \(t\) to \(x\), which falls from \(1-c\) to 0,

\[
E=\frac{bN}{n}\int_0^{1-c}\frac{dx}{b+2a(1-c)-ax}
=\frac{bN}{na}\ln\frac{b+2a(1-c)}{b+a(1-c)} .
\]

Since \(a(1-c)=bc/(1-c)\), the numerator is \(b(1+c)/(1-c)\) and the denominator is \(b/(1-c)\). Their ratio is \(1+c\). With \(b/a=(1-c)^2/c\),

\[
E=\frac Nn(1-c)^2\,\frac{\ln(1+c)}{c}.
\]

For \(c=0.388\) the last factor lowers \(E\) by 15.5%. The halogen given up is the same, \(N(1-c)\), so by the halogen balance more uptake has been withheld. The correction factor tends to 1 as \(c\to0\) and to \(\ln2\) as \(c\to1\). This result assumes a full start, \(\theta_0=1\), which this uptake law reaches only slowly: without ions the empty fraction falls as \(1/(1+at/N)\). After the five filling times of part (a) the coverage is only 0.89, and \(E\) is then 33% below equation (4). If the adsorbed atoms cannot move, pairs on a square lattice jam at a coverage of about 0.91, and \(E\) is about 30% below it.

Other uptake laws can act the opposite way. If uptake stays at its steady value until the surface is almost full, almost none is withheld. The halogen balance then gives \(E\approx N(1-c)/n\), which for \(c=0.388\) is 63% above equation (4). The exact form of equation (4) thus depends on uptake being linear in the empty fraction, and also on the yield being linear in the filled fraction: at the same \(c\), a yield proportional to \(\theta^2\) raises \(E\) by 33%, and one proportional to \(\theta^{1/2}\) lowers it by 34%.

*Gradual switch-on.* Let the ion flux be \(I(1-e^{-t/r})\), with the reference line still at the full steady rate from \(t=0\). Let \(\delta\) be the coverage minus its value for abrupt switching. Subtracting the two balances gives

\[
N\frac{d\delta}{dt}=-(sJ+nYI)\delta+nYI\,e^{-t/r}\theta .
\]

Since \(\delta\) vanishes at both ends, integration gives

\[
\int_0^\infty\delta\,dt=\frac{nYI}{sJ+nYI}\int_0^\infty e^{-t/r}\theta\,dt\approx(1-c)r .
\]

The last step holds to first order in \(r/\tau\), because \(\theta\approx1\) during a short rise. Equation (5) still holds, because its derivation needs only the total halogen balance, so \(E\) falls by

\[
\frac{sJ(1-c)r}{n}=YIc\,r ,
\]

which is the steady removal during one rise time. For \(r=1\) ms this is \(0.048\ \mathrm{nm^{-2}}\), or 3.7%; integration without the approximation gives 3.6%.

## (i) Ions can also mix halogen below the surface. What does that do, and how far does the model carry over to a real etcher?

**Solution.** Suppose that the ions, on arrival, open a mixed layer with \(M>N\) sites, of which \(N\) are filled. Keep \(s\), \(Y\) and \(n\) unchanged, with \(\theta\) now the filled fraction of the mixed layer. Then \(c\) is unchanged, and equation (7) applies with \(N\) replaced by \(M\) and \(\theta_0=N/M\):

\[
E=\frac Mn(1-c)\left(\frac NM-c\right)=\frac{(1-c)(N-Mc)}{n}.
\]

For \(M=2N\) this is \(0.612\,(7-14\times0.388)/2=0.48\ \mathrm{nm^{-2}}\), a drop of 63%. Once \(M/N\) exceeds \(1/c\approx2.6\), the excess is negative: the new layer must store more halogen than the old one held. If the layer opens at once, etching starts below its final rate. In the example only about one ion per nm² arrives in one \(\tau\), so the opening may well be gradual; etching then starts fast and falls below its final rate later. The value of \(E\) does not depend on how fast the layer opens: integrating \(d(M\theta)/dt=-(sJ+nYI)(\theta-c)\) over all times gives \(\int(\theta-c)\,dt=(N-Mc)/(sJ+nYI)\) in every case.

In the example \(nYI\) exceeds \(sJ\), so the etched surface is short of halogen. A larger neutral flux at fixed ion flux moves \(c\) towards 1 and shrinks the excess: ten times the chlorine-atom pressure, 2 mTorr, gives \(c=0.86\) and only \(E=0.065\ \mathrm{nm^{-2}}\). One assumption at risk is the fixed number of sites, since ion bombardment does mix chlorine into silicon; the doubling used above is an illustration, not a measured capacity. If the etched surface holds more halogen in the steady state than it held before the ions arrived (\(Mc>N\)), even the sign of the excess differs from equation (4). In a chlorine plasma some ions also bring chlorine with them, which the model omits.

Heating by the ions is negligible on this time scale. Their energy over \(5\tau\), spread through a wafer 0.7 mm thick with the classical heat capacity and no heat loss, raises its mean temperature by about 0.06 K (about 0.07 K with the smaller heat capacity of silicon at room temperature). This estimate says nothing about brief local heating at an impact.

For these assumed strengths and the fluxes of the example, then, equation (4) is robust against small extra loss channels, moderately changed by second-order uptake from a full start, changed by about a third if that start is not reached or if the yield is not linear in the coverage, more strongly changed if uptake stays constant until the surface is almost full, and unreliable if the halogen capacity changes substantially when the ions arrive. The numerical output lists the changes for the separate loss channels, second-order uptake, the gradual switch-on and the mixed layer.

## Table of computed values

```
Halogen site density N: 7 nm^-2
Stoichiometry n: 2
Sticking probability s: 0.3
Full-coverage ion yield Y: 2 atoms/ion
Chlorine partial pressure: 0.2 mTorr
Gas temperature: 500 K
Chlorine atomic mass: 35.45 u
Ion current density: 1 mA/cm2
Ion energy: 100 eV
Silicon atom density: 50 nm^-3
Neutral flux J: 527.7 nm^-2 s^-1
Ion flux I: 62.42 nm^-2 s^-1
Sticking supply sJ: 158.3 nm^-2 s^-1
Full-coverage halogen removal nYI: 249.7 nm^-2 s^-1
Final coverage c: 0.388
Relaxation time tau: 17.16 ms
Filling time without ions: 44.22 ms
Yield after one tau: 1.226 atoms/ion
Yield after three tau: 0.837 atoms/ion
Final yield: 0.7761 atoms/ion
Steady removal rate: 48.44 nm^-2 s^-1
Steady etch rate: 0.9688 nm/s
Stored halogen released: 4.284 nm^-2
Halogen uptake withheld: 1.662 nm^-2
Excess, formula: 1.31073 nm^-2
Excess, integrated: 1.31073 nm^-2
Excess, formula, converted: 0.01311 angstrom^-2
Excess, random events: 1.307 nm^-2
Standard error, random events: 0.0073 nm^-2
Excess depth: 0.02621 nm
Excess depth, converted: 0.2621 angstrom
Lead time: 27.06 ms
Excess from starting coverage 0.7: 0.6682 nm^-2
Assumed mixed-layer site ratio M/N: 2
Change of excess, mixed layer: -63.4 %
Change, second-order uptake at same c: -15.5 %
Assumed halogen-only yield H: 0.4 atoms/ion
Final coverage with halogen-only loss: 0.3657
Change, halogen-only loss: -2.32 %
Assumed bare sputter yield B: 0.1 atoms/ion
Change, bare sputtering: -5 %
Assumed spontaneous reaction probability: 0.001
Starting coverage with spontaneous etching: 0.9934
Change, spontaneous etching: -0.756 %
Assumed ion rise time: 1 ms
Change, ion rise time: -3.63 %
Wafer thickness: 0.7 mm
Wafer heating in five tau: 0.059 K
```
